# Orbital rotations and stationarity conditions in the Perdew-Zunger self-interaction correction, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used. One spin channel holds $N$ electrons in orthonormal, possibly complex orbitals $\phi_i$, each occupied once; a second spin channel would carry its own correction terms and would couple to these orbitals only through $E_{\rm DFA}$ below. The orbital densities are $n_i=|\phi_i|^2$ and $n=\sum_i n_i$. The Coulomb integral is $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, and $U[\rho]=\tfrac12(\rho|\rho)$.

The energy of the density-functional approximation, with $h=-\tfrac12\nabla^2+v_{\rm ext}$, is
$$E_{\rm DFA}=\sum_i\langle\phi_i|h|\phi_i\rangle+U[n]+E_{xc}[n,0].$$
The Perdew-Zunger energy is $E=E_{\rm DFA}+E_{\rm SIC}$ with
$$E_{\rm SIC}=-\sum_iW[n_i],\qquad W[\rho]=U[\rho]+E_{xc}[\rho,0].$$
The functionals are assumed differentiable at the densities that occur. Define
$$V_i=-\frac{\delta W}{\delta\rho}\Big|_{n_i},\quad H_0=h+\frac{\delta(U+E_{xc})}{\delta\rho}\Big|_{n},\quad H_i=H_0+V_i,\quad \lambda_{ji}=\langle\phi_j|H_i|\phi_i\rangle .$$
$V_i$ is a real local potential, so each $H_i$ is Hermitian. In $\lambda_{ji}$ the operator carries the index of the ket, so nothing in the definition makes the matrix $\lambda$ Hermitian.

Where an explicit functional is needed it is Slater exchange for a fully polarized density,
$$E_x[\rho,0]=-C\int\rho^{4/3}\,d^3r,\qquad C=\tfrac34(6/\pi)^{1/3}=0.930526 .$$

For two real orthonormal functions $a,b$ the rotated pair is
$$\phi_1=\cos\theta\,a+e^{i\alpha}\sin\theta\,b,\qquad \phi_2=-e^{-i\alpha}\sin\theta\,a+\cos\theta\,b. \tag{1}$$
Every unitary mixing of $a,b$ has this form up to a constant phase on each orbital: the first column of a $2\times2$ unitary matrix is a phase times $(\cos\theta,e^{i\alpha}\sin\theta)$, and orthogonality fixes the second up to a phase. These phases do not change $n_i$. Real rotations have $\alpha=0$.

## Theorem

**(A)** $E_{\rm DFA}$ is invariant under every unitary mixing of the occupied orbitals. With Slater exchange, and for any real pair $a,b$ with finite $U$ and $E_x$, $E_{\rm SIC}$ is not constant on the family (1). On real rotations alone it may be constant.

**(B)** For any differentiable $W$, $E$ is stationary under all variations that keep the orbitals orthonormal if and only if both
$$H_i\phi_i=\sum_j\phi_j\lambda_{ji}\quad\text{for all }i, \tag{2}$$
$$G_{ij}\equiv\langle\phi_i|V_i-V_j|\phi_j\rangle=\lambda_{ji}^*-\lambda_{ij}=0\quad\text{for all }i<j. \tag{3}$$
Equation (3) is the Pederson localization condition; it says $\lambda=\lambda^\dagger$.

**(C)** Condition (3) is necessary for a minimum and not sufficient.

## Non-invariance

**Lemma 1.** $E_{\rm DFA}$ is invariant under $\phi'_k=\sum_i\phi_iQ_{ik}$ with $Q$ unitary.

*Proof.* The projector on the occupied space is $P'=\sum_k|\phi'_k\rangle\langle\phi'_k|=\sum_{ij}|\phi_i\rangle(QQ^\dagger)_{ij}\langle\phi_j|=P$. The one-electron term is ${\rm Tr}(hP)$ and $n(\mathbf r)=\langle\mathbf r|P|\mathbf r\rangle$, so every term of $E_{\rm DFA}$ depends on $P$ alone. $\square$

**Lemma 2.** Let $s=\tfrac12(a^2+b^2)$, $d=\tfrac12(a^2-b^2)$, $p=ab$, $z=\cos2\theta$, $x=\sin2\theta\cos\alpha$. Then $n_{1,2}=s\pm q$ with $q=zd+xp$, $|q|\le s$, $d^2+p^2=s^2$, and
$$U[n_1]+U[n_2]=(s|s)+(q|q). \tag{4}$$

*Proof.* From (1), $n_1=\cos^2\theta\,a^2+\sin^2\theta\,b^2+2\sin\theta\cos\theta\cos\alpha\,ab$. Inserting $\cos^2\theta=\tfrac12(1+z)$ and $\sin^2\theta=\tfrac12(1-z)$ gives $n_1=s+zd+xp$. By Lemma 1, $n_1+n_2=2s$, so $n_2=s-q$. Both densities are non-negative, hence $|q|\le s$. Next, $d^2+p^2=\tfrac14(a^4-2a^2b^2+b^4)+a^2b^2=s^2$. Finally $\tfrac12(s+q|s+q)+\tfrac12(s-q|s-q)=(s|s)+(q|q)$, because the cross terms $\pm(s|q)$ cancel. $\square$

Since $x^2+z^2=\cos^22\theta+\sin^22\theta\cos^2\alpha\le1$, the energy is a function on the unit disc. Real rotations form its rim. The centre, $\theta=\pi/4$, $\alpha=\pi/2$, has $q=0$ and $n_1=n_2=s$. The shift $\theta\to\theta+\pi/2$ sends $q\to-q$, which swaps $n_1$ and $n_2$, so $E_{\rm SIC}$ has period $\pi/2$ on the rim. There $(q|q)=\cos^22\theta\,(d|d)+\sin^22\theta\,(p|p)+2\sin2\theta\cos2\theta\,(d|p)$, and the double-angle formulas give
$$(q|q)=\tfrac12[(d|d)+(p|p)]+\tfrac12[(d|d)-(p|p)]\cos4\theta+(d|p)\sin4\theta. \tag{5}$$
The Hartree part is constant on the rim exactly when $(d|d)=(p|p)$ and $(d|p)=0$.

**Lemma 3.** Let $q_1$ be the value of $q$ at a point of the rim and follow the ray $q=\tau q_1$, $0\le\tau\le1$. With Slater exchange $F(\tau)=W[n_1]+W[n_2]=\sum_{k\ge0}c_{2k}\tau^{2k}$, where $c_0=(s|s)-2C\int s^{4/3}$ and
$$c_2=(q_1|q_1)-2C\binom{4/3}{2}\!\int q_1^2s^{-2/3},\qquad c_{2k}=-2C\binom{4/3}{2k}\!\int q_1^{2k}s^{4/3-2k}\quad(k\ge2).$$
If $q_1\not\equiv0$, then $c_{2k}<0$ for all $k\ge2$.

*Proof.* Where $s>0$ put $y=\tau q_1/s$, so $|y|\le1$; where $s=0$ the integrand vanishes. The binomial series of $(1\pm y)^{4/3}$ converges for $|y|\le1$ because the exponent is positive, and odd powers cancel in the sum:
$$(s+q)^{4/3}+(s-q)^{4/3}=2s^{4/3}\sum_k\binom{4/3}{2k}y^{2k}.$$
For $k\ge1$ the numerator of $\binom{4/3}{2k}$ is $\tfrac43\cdot\tfrac13\cdot(-\tfrac23)\cdots(\tfrac43-2k+1)$. It has two positive factors and $2k-2$ negative ones, an even number, so the coefficient is positive; for example $\binom{4/3}{2}=0.222222$ and $\binom{4/3}{4}=0.020576$. All terms being non-negative, monotone convergence allows integration term by term. The Hartree part (4) contributes $(s|s)+\tau^2(q_1|q_1)$ and nothing beyond. The integrals for $k\ge2$ have non-negative integrands that are not identically zero. $\square$

*Proof of (A).* The first sentence is Lemma 1. Because $d^2+p^2=s^2\not\equiv0$, at least one of $d$ and $p$ is not identically zero. Take it as $q_1$: the ray along $d$ is $\alpha=\pi/2$, $\cos2\theta=\tau$, and the ray along $p$ is $\theta=\pi/4$, $\cos\alpha=\tau$. A convergent power series is constant only if all coefficients beyond the first vanish, and $c_4<0$. So $E_{\rm SIC}=-F$ varies. For the last sentence take $a=f(r)X$ and $b=f(r)Y$ with Cartesian coordinates $X,Y$, that is $p_x$ and $p_y$. A real rotation gives $\phi_1=f(r)(X\cos\theta+Y\sin\theta)$ and $\phi_2=f(r)(-X\sin\theta+Y\cos\theta)$, the same functions in axes turned by $\theta$. Turning a density in space changes neither $U$ nor $\int\rho^{4/3}$. $\square$

*Remark 1.* The Hartree and exchange parts of $c_2$ have opposite signs and could cancel; the proof rests on $c_4$ for that reason. It uses the power $4/3$ and does not cover correlation or gradient corrections. For Fock exchange each orbital's exchange energy is $-U[n_i]$, so $W=0$ and the correction vanishes for every rotation.

## The stationarity conditions

**Lemma 4.** For arbitrary $\delta\phi_i$, $\ \delta E=2\,{\rm Re}\sum_i\langle\delta\phi_i|H_i|\phi_i\rangle$ to first order.

*Proof.* Since $h$ is Hermitian, $\delta\langle\phi_i|h|\phi_i\rangle=\langle\delta\phi_i|h|\phi_i\rangle+\text{c.c.}$ Also $\delta n_i=2\,{\rm Re}(\delta\phi_i^*\phi_i)$, so for a real local $v$, $\int v\,\delta n_i=2\,{\rm Re}\langle\delta\phi_i|v|\phi_i\rangle$. The density terms of $E_{\rm DFA}$ change by $\sum_i\int(H_0-h)\,\delta n_i$, and $-W[n_i]$ changes by $\int V_i\,\delta n_i$. Adding the three pieces gives $H_0+V_i$. $\square$

**Lemma 5.** The variations that keep orthonormality to first order are $\delta\phi_i=\sum_j\phi_jK_{ji}+\chi_i$ with $K^\dagger=-K$ and $P\chi_i=0$, and each is tangent to a curve of orthonormal sets.

*Proof.* Any variation splits into a part inside and a part outside the occupied space. Then $\delta\langle\phi_i|\phi_j\rangle=\langle\delta\phi_i|\phi_j\rangle+\langle\phi_i|\delta\phi_j\rangle=K_{ji}^*+K_{ij}$, which must vanish. Conversely the functions $\phi_i+t\,\delta\phi_i$ have overlap matrix $S=1+O(t^2)$, and mixing them with $S^{-1/2}=1+O(t^2)$ makes them orthonormal without changing the first-order term. $\square$

*Proof of (B).* Insert Lemma 5 into Lemma 4, using $\langle\phi_jK_{ji}|H_i|\phi_i\rangle=K_{ji}^*\lambda_{ji}$:
$$\delta E=2\,{\rm Re}\sum_i\langle\chi_i|(1-P)H_i\phi_i\rangle+2\,{\rm Re}\,{\rm Tr}(K^\dagger\lambda).$$
The $\chi_i$ and $K$ are independent, so each term must vanish separately. Choosing $\chi_i=(1-P)H_i\phi_i$ makes the first a sum of squared norms, so it vanishes for all $\chi_i$ exactly when $H_i\phi_i=PH_i\phi_i=\sum_j\phi_j\langle\phi_j|H_i|\phi_i\rangle$, which is (2).

For the second term write $\lambda=\lambda_H+\lambda_A$ with $\lambda_H=\tfrac12(\lambda+\lambda^\dagger)$ and $\lambda_A=\tfrac12(\lambda-\lambda^\dagger)$. Then $[{\rm Tr}(K^\dagger\lambda_H)]^*={\rm Tr}(\lambda_HK)=-{\rm Tr}(K^\dagger\lambda_H)$, so this trace is imaginary and drops out. The choice $K=\lambda_A$ is allowed and gives $2\,{\rm Tr}(\lambda_A^\dagger\lambda_A)$, zero only for $\lambda_A=0$. The second term therefore vanishes for all $K$ exactly when $\lambda=\lambda^\dagger$.

It remains to express this through the potentials. Hermiticity of $H_i$ gives $\lambda_{ji}^*=\langle\phi_i|H_i|\phi_j\rangle$, and by definition $\lambda_{ij}=\langle\phi_i|H_j|\phi_j\rangle$. In the difference $H_0$ cancels, leaving $\langle\phi_i|V_i-V_j|\phi_j\rangle$. The diagonal elements are real automatically, and $G_{ji}=-G_{ij}^*$, so the pairs $i<j$ suffice. $\square$

**Corollary 1.** For a small rotation of the form (1) applied to any pair, $K_{21}=\kappa=\theta e^{i\alpha}$ and $K_{12}=-\kappa^*$. Then $\delta E=2\,{\rm Re}[\kappa^*\lambda_{21}-\kappa\lambda_{12}]=2\,{\rm Re}[\kappa(\lambda_{21}^*-\lambda_{12})]$, because a number and its conjugate have the same real part. With $G=G_{12}$,
$$\frac{dE}{d\theta}=2\,{\rm Re}[e^{i\alpha}G]. \tag{6}$$
The slope is $2\,{\rm Re}\,G$ for $\alpha=0$ and $-2\,{\rm Im}\,G$ for $\alpha=\pi/2$.

*Remark 2 (multipliers).* The constraint matrix $\langle\phi_i|\phi_j\rangle-\delta_{ij}$ is Hermitian and holds $N^2$ real conditions, matched by the $N^2$ real parameters of a Hermitian matrix $\mu$ in $L=E-\sum_{ij}\mu_{ji}(\langle\phi_i|\phi_j\rangle-\delta_{ij})$. The ket variation $\sum\mu_{ji}\langle\phi_i|\delta\phi_j\rangle$ is the conjugate of $\sum\mu_{ij}\langle\delta\phi_j|\phi_i\rangle$, which is the bra variation relabelled. So $\delta L=2\,{\rm Re}\sum_i\langle\delta\phi_i|H_i\phi_i-\sum_j\phi_j\mu_{ji}\rangle$. Setting this to zero and projecting on $\phi_j$ gives $\mu=\lambda$, and $\lambda$ must then be Hermitian. Equation (2) taken alone says only that $H_i\phi_i$ lies in the occupied space. When all $H_i$ are equal, as in Kohn-Sham theory, (3) is an identity; here it is a separate condition, and the example below contains a solution of (2) that violates it.

*Remark 3 (meaning).* By Lemma 1 a rotation changes only $E_{\rm SIC}$, so (3) makes the total self-interaction $\sum_iW[n_i]$ stationary, and a minimum of $E$ makes it a maximum, at least locally, among rotations of the occupied orbitals. If only the Hartree part is kept, this is the Edmiston-Ruedenberg criterion of largest self-repulsion, hence the word localization. Slater exchange opposes it along each ray, since its contributions to all $c_{2k}$ are negative.

*Remark 4 (real orbitals).* For real orbitals $H_i\phi_i$ is real, so an imaginary $\delta\phi_i$ gives $\delta E=0$ in Lemma 4. A point stationary among real orbitals is therefore stationary among complex ones, and its stability is decided at second order, or at higher order where a second derivative vanishes.

*Remark 5 (canonical orbitals).* If (2) and (3) hold, a unitary $Q$ diagonalizes $\lambda$: $\lambda Q=Q\varepsilon$. Put $\psi_k=\sum_i\phi_iQ_{ik}$ and $A=\sum_iH_i|\phi_i\rangle\langle\phi_i|$. Then $A\psi_k=\sum_iH_i\phi_iQ_{ik}=\sum_j\phi_j(\lambda Q)_{jk}=\varepsilon_k\psi_k$. The non-local operator $A$ has matrix $\lambda$ on the occupied space and plays there the part of a generalized Kohn-Sham operator; it is Hermitian there only through (3). It is built from the $\phi_i$, and by (A) the $\psi_k$ cannot in general replace them in $E_{\rm SIC}$. All of (B) assumes equal, integer occupations.

## Second order and insufficiency

This part has proved (A), that the self-interaction correction depends on the choice of occupied orbitals, and (B), that stationarity requires both (2) and the localization condition (3). What remains is the second-order analysis, the proof of (C) that (3) is not sufficient for a minimum, and the worked examples.

Numerical values quoted here were computed with a short program.
